# The Vinet equation of state from the universal binding energy relation

## Dimensions first

Suppose that the energy per atom of a solid is described by one energy and two lengths: the cohesive energy $E_c$, the equilibrium radius $r_0$, and a length $l$ over which the binding changes appreciably. Pressure is energy per volume, so it must be $E_c/r_0^3$ times a function of the two dimensionless ratios

$$x=\frac{r}{r_0},\qquad \eta=\frac{r_0}{l}.$$

The equilibrium bulk modulus $B_0$ has the same dimensions and is $E_c/r_0^3$ times a function of $\eta$ alone. Dividing one by the other removes the energy:

$$P=B_0\,\Phi(x;\eta).$$

The pressure derivative of the bulk modulus, $B_0'$, is dimensionless and can depend only on $\eta$. Dimensions alone leave this dependence open. Its form can be foreseen under one further assumption, used throughout below: the energy depends on the radius $r$ only through $(r-r_0)/l$. The quantity $B_0'$ involves the third derivative of the energy divided by the second. Under the assumption that ratio is a pure number times $1/l$, and it needs one factor $r_0$ to become a number. The conversion from radius to volume adds a pure number. Hence

$$B_0'=c_0+c_1\eta ,$$

with $c_0$ fixed by geometry and $c_1$ by the shape of the binding curve. It remains to find $\Phi$, $c_0$ and $c_1$.

**Conventions.** Hartree atomic units are used. The radius $r$ is the Wigner-Seitz radius, defined by the volume per atom $V=4\pi r^3/3$, so $x=(V/V_0)^{1/3}$. The energy $E(r)$ is per atom and vanishes when the solid is expanded into free atoms; at equilibrium $E(r_0)=-E_c$. The solid is at zero temperature, zero-point motion is neglected, the load is hydrostatic and the structure scales uniformly. Primes on $E$ mean derivatives with respect to $r$. Further,

$$P=-\frac{dE}{dV},\qquad B=-V\frac{dP}{dV},\qquad B'=\frac{dB}{dP},$$

and the subscript 0 means $P=0$. Compression has $x<1$ and $P>0$.

## Simple case: a harmonic well

Near its minimum any smooth binding curve is a parabola,

$$E=-E_c+\tfrac12 k(r-r_0)^2 .$$

Since $dV=4\pi r^2dr$,

$$P=-\frac{1}{4\pi r^2}\frac{dE}{dr}=-\frac{k(r-r_0)}{4\pi r^2}
=\frac{k}{4\pi r_0}\,\frac{1-x}{x^2}.$$

The last step uses $r-r_0=-r_0(1-x)$ and $r^2=r_0^2x^2$.

For the bulk modulus, $dV/V=3\,dr/r$, so $V\,d/dV=(r/3)\,d/dr=(x/3)\,d/dx$. Near $x=1$ the pressure is $k(1-x)/(4\pi r_0)$ to first order, with slope $-k/(4\pi r_0)$. Therefore

$$B_0=\frac{k}{12\pi r_0},\qquad P=3B_0\frac{1-x}{x^2}.$$

The factor 3 comes from the three dimensions: a small relative change of radius, $x-1$, is a relative change of volume $3(x-1)$. The limit $x\to1$ confirms it, because $P\to3B_0(1-x)\approx-B_0(V-V_0)/V_0$, which is the definition of $B_0$.

This case also gives $c_0$. Applying $-(x/3)\,d/dx$ to the harmonic pressure,

$$B=-B_0x\left[-\frac1{x^2}-\frac{2(1-x)}{x^3}\right]=B_0\,\frac{2-x}{x^2}.$$

At $x=1$ the derivatives are $dB/dx=B_0(-1-2)=-3B_0$ and $dP/dx=-3B_0$. Their ratio is $B_0'=1$. A spring with no anharmonicity in $r$ still stiffens in terms of pressure, because pressure is force divided by an area that shrinks. Thus $c_0=1$.

## Adding the universal binding relation

A parabola never lets the atoms separate. The universal binding relation supplies the missing part. It states that the binding curves of many solids nearly coincide when energy and distance are scaled:

$$E(r)=E_cF(a),\qquad a=\frac{r-r_0}{l},\qquad l=\sqrt{\frac{E_c}{E''(r_0)}} .$$

This is an empirical regularity. It is assumed here, not derived. Binding curves with a power-law tail, as in Coulomb (ionic) or van der Waals models, depart clearly from the exponential form adopted below.

The scaling fixes three properties of $F$. The depth gives $F(0)=-1$, and equilibrium gives $F'(0)=0$. The definition of $l$ gives $F''(0)=1$, since $E''(r_0)=E_cF''(0)/l^2$ must equal $E_c/l^2$.

Take a linear function times a decaying exponential, $F=-(c+da)e^{-\gamma a}$ with $\gamma>0$. The depth requires $c=1$. The slope at the origin is $-d+\gamma c$, so $d=\gamma$. Then

$$F'=-\gamma e^{-\gamma a}+\gamma(1+\gamma a)e^{-\gamma a}=\gamma^2a\,e^{-\gamma a},$$

and $F''(0)=\gamma^2=1$. Within this family no freedom is left:

$$F(a)=-(1+a)e^{-a},\qquad F'(a)=a\,e^{-a}.$$

This is the two-term form of the relation. A version with an added cubic term satisfies the same three conditions; it is treated below because it changes the result.

### The pressure

The chain rule gives $dE/dr=(E_c/l)F'(a)$. In terms of $x$,

$$a=\frac{r_0(x-1)}{l}=-\eta(1-x).$$

Hence

$$P=-\frac{E_c}{4\pi r^2l}\,a\,e^{-a}
=\frac{E_c\,\eta}{4\pi r_0^2l}\,\frac{1-x}{x^2}\,e^{\eta(1-x)} .$$

The two minus signs cancel, so compression gives positive pressure. With $\eta=r_0/l$ the prefactor is $E_c/(4\pi r_0l^2)$. The curvature is $k=E_c/l^2$, and the harmonic result for $B_0$ depends on the curvature at the minimum alone, so

$$B_0=\frac{E_c}{12\pi r_0l^2}.$$

The prefactor is therefore $3B_0$:

$$P=3B_0\,\frac{1-x}{x^2}\,e^{\eta(1-x)} .$$

This is the harmonic pressure multiplied by an exponential.

**Limit $\eta\to0$ at fixed $B_0$ and $r_0$.** The exponential becomes 1 and the harmonic case returns. Here $l\to\infty$: the well is so wide and deep that its anharmonicity is not felt.

**Limit $\eta\to\infty$ at fixed $a$.** Now $x=1+a/\eta\to1$, the geometric factor $x^{-2}$ drops out, and $P\to-(3B_0/\eta)\,a\,e^{-a}$. The pressure follows the scaled force curve, since the area hardly changes over the range of the binding.

### The bulk modulus and $B_0'$

Apply $-(x/3)\,d/dx$ to the pressure. The product rule has three terms, from $1-x$, from $x^{-2}$ and from the exponential:

$$B=B_0\,x\,e^{\eta(1-x)}\left[\frac1{x^2}+\frac{2(1-x)}{x^3}+\frac{\eta(1-x)}{x^2}\right].$$

Taking out $x^{-3}$ leaves $x+2(1-x)+\eta x(1-x)$ in the bracket, so

$$B=\frac{B_0}{x^2}\left[2+(\eta-1)x-\eta x^2\right]e^{\eta(1-x)} .$$

At $x=1$ the bracket is 1 and $B=B_0$, as it must be. Its slope there is $(\eta-1)-2\eta=-\eta-1$. The factor $x^{-2}$ contributes $-2$ and the exponential $-\eta$:

$$\left.\frac{dB}{dx}\right|_1=-B_0(3+2\eta),\qquad \left.\frac{dP}{dx}\right|_1=-3B_0 .$$

Dividing,

$$B_0'=1+\frac23\,\frac{r_0}{l},\qquad \eta=\frac32\,(B_0'-1).$$

So $c_1=2/3$ for the two-term curve. Inserting $\eta$ gives the Vinet equation in its usual form:

$$P=3B_0\,\frac{1-x}{x^2}\exp\!\left[\tfrac32(B_0'-1)(1-x)\right].$$

## Eliminating the scaling length

The length $l$ is not measured directly. From the expression for $B_0$, $l^2=E_c/(12\pi r_0B_0)$. Then

$$\eta^2=\frac{r_0^2}{l^2}=\frac{12\pi r_0^3B_0}{E_c}=\frac{9B_0V_0}{E_c},$$

because $12\pi r_0^3=9\,(4\pi r_0^3/3)$. Therefore

$$\eta=3\sqrt{\frac{B_0V_0}{E_c}},\qquad B_0'=1+2\sqrt{\frac{B_0V_0}{E_c}} .$$

For the two-term curve, an anharmonic quantity follows from the depth, position and curvature of the minimum. Among solids that follow this curve, one that is stiff compared with its binding energy per volume has a large $B_0'$. The rule does not carry over to curves of other shape: the Lennard-Jones form $E=E_c(x^{-12}-2x^{-6})$ has $B_0V_0/E_c=8$ and $B_0'=8$, where the formula gives 6.66.

The expansion to free atoms checks this relation. With $dV=3V_0x^2dx$ and $u=x-1$, the work done against the cohesion is

$$-\int_{V_0}^{\infty}P\,dV=9B_0V_0\int_0^\infty u\,e^{-\eta u}\,du=\frac{9B_0V_0}{\eta^2}=E_c .$$

## Numbers for a model solid

Take $E_c=0.15$ hartree, $r_0=3$ bohr and $l=0.5$ bohr. These are round values and stand for no particular material. They give $\eta=3/0.5=6$, and

$$B_0=\frac{0.15}{12\pi\times3\times0.25}=5.305\times10^{-3}\ \text{hartree/bohr}^3,$$

or about 156 GPa. The formula predicts $B_0'=1+\tfrac23\times6=5$. Numerical differentiation of $E(V)$, which does not use the formula, gives 5.00000. With $V_0=113.10$ bohr$^3$ the ratio $B_0V_0/E_c$ is 4, and $1+2\sqrt4=5$ again.

Now compress to $V/V_0=0.7$. Then $x=0.7^{1/3}=0.8879$ and $a=-6\times0.1121=-0.6726$. The geometric factor is $(1-x)/x^2=0.1422$ and the exponential is $e^{0.6726}=1.959$, so

$$P=3\times5.305\times10^{-3}\times0.1422\times1.959=4.434\times10^{-3}\ \text{hartree/bohr}^3,$$

about 130 GPa. Without the exponential the pressure would be about half as large: at this compression the anharmonicity of the well contributes nearly as much as the harmonic force.

The bulk modulus has meanwhile risen to $2.254\times10^{-2}$ hartree/bohr$^3$. Its mean slope against pressure is

$$\frac{(22.54-5.305)\times10^{-3}}{4.434\times10^{-3}}=3.89,$$

below the initial slope of 5. A linear law $B=B_0+B_0'P$ would give $2.75\times10^{-2}$, about 22 percent above the value of the model. Other compressions are listed in the numerical output below.

## General binding curves

To see what the factor $2/3$ depends on, leave $E(r)$ unspecified. From $P=-E'/(4\pi r^2)$,

$$\frac{dP}{dr}=-\frac{E''}{4\pi r^2}+\frac{E'}{2\pi r^3},\qquad
B=-\frac r3\frac{dP}{dr}=\frac1{12\pi}\left[\frac{E''}{r}-\frac{2E'}{r^2}\right].$$

Differentiate $B$ once more and set $E'(r_0)=0$:

$$\left.\frac{dB}{dr}\right|_{r_0}=\frac1{12\pi}\left[\frac{E'''}{r_0}-\frac{3E''}{r_0^2}\right].$$

Of the three units of $E''/r_0^2$, one comes from differentiating $1/r$ and two from differentiating $E'$. Division by $dP/dr=-E''/(4\pi r_0^2)$ gives

$$B_0'=1-\frac{r_0E'''(r_0)}{3E''(r_0)}=1-\frac{\eta}{3}F'''(0).$$

This is the form foreseen at the start for an energy that depends only on $(r-r_0)/l$, with $c_1=-F'''(0)/3$. For the harmonic well $F'''(0)=0$ and $B_0'=1$. For the two-term curve $F'=a-a^2+\dots$, so $F'''(0)=-2$ and $c_1=2/3$. Two other curves with the same normalization give different factors.

**Cubic version.** Let $F=-(1+a+ca^3)e^{-a}$ with $c=0.05$. Then

$$F'=(a-3ca^2+ca^3)e^{-a}=a-(1+3c)a^2+\dots$$

Hence $F'''(0)=-2(1+3c)=-2.3$ and $B_0'=1+2.3\,\eta/3$, which is 5.6 for $\eta=6$.

**Morse curve.** Let $F=(1-e^{-s})^2-1$ with $s=a/\sqrt2$. Since $(s-s^2/2+\dots)^2=s^2-s^3+\dots$, the expansion is $F=-1+a^2/2-a^3/(2\sqrt2)+\dots$ Thus $F'''(0)=-3/\sqrt2$ and $B_0'=1+\eta/\sqrt2$, which is 5.24.

All three curves share $E_c$, $r_0$, $l$ and therefore $B_0$. At $V/V_0=0.7$ their pressures are 4.43 (two-term), 4.66 (Morse) and 4.98 (cubic), in units of $10^{-3}$ hartree/bohr$^3$. The relation between $B_0'$ and $r_0/l$ thus carries information about the shape of the curve, and $2/3$ belongs to the two-term form.

### Using the Vinet form for another curve

The Vinet form can also be used with $B_0'$ as a fitted parameter, without reference to $E_c$. Suppose the true curve is the cubic one, and a Vinet curve is given its $B_0$ and $B_0'$. Here "fitted" means matched to the exact values at $P=0$. The fitted parameter is

$$\tilde\eta=\tfrac32(B_0'-1)=(1+3c)\,\eta=6.9 .$$

Write $\delta=1-x$, so that $a=-\eta\delta$. Relative to the two-term pressure with the original $\eta$, the cubic pressure carries the factor

$$1-3ca+ca^2=1+3c\eta\delta+c\eta^2\delta^2 ,$$

while the fitted Vinet pressure carries

$$e^{(\tilde\eta-\eta)\delta}=e^{3c\eta\delta}=1+3c\eta\delta+\tfrac92c^2\eta^2\delta^2+\dots$$

The linear terms agree. Since the pressure itself starts at order $\delta$, the error of the fitted curve is of order $\delta^3$. If $\eta=r_0/l$ is kept instead, the error is of order $\delta^2$. The numerically determined orders are 3.006 and 2.007.

At $V/V_0=0.7$ the fitted curve is 1.5 percent below the cubic pressure, and the unfitted one 11 percent below. The form can therefore work well for pressures at moderate compression even when the two-term relation fails. How well depends on the curve and the range: the error for the cubic curve grows to 4.6 percent at $V/V_0=0.5$, and for the Lennard-Jones form it is already 9 percent at $V/V_0=0.7$. The price is that $\tilde\eta$ is no longer $r_0/l$. The cohesive energy inferred from it is

$$\frac{9B_0V_0}{\tilde\eta^2}=0.15\left(\frac{6}{6.9}\right)^2=0.113\ \text{hartree},$$

24 percent below the true value of this model.

This suggests a diagnostic for a real solid. Compute $\eta$ once from $3\sqrt{B_0V_0/E_c}$ and once from $\tfrac32(B_0'-1)$. The second divided by the first is $-F'''(0)/2$. A ratio of 1 is necessary for the two-term curve but not sufficient, since it tests only the third derivative at the minimum. The identity needs the true values of $B_0$ and $B_0'$ at zero pressure. A least-squares Vinet fit over a finite range shifts them: for the cubic curve fitted over $V/V_0=0.7$ to 1, with $V_0$, $B_0$ and $B_0'$ free, $B_0'$ comes out near 5.75 and the ratio near 1.19, in place of 5.6 and 1.15.

## Two ends of the curve

**Tension.** The solid loses stability against uniform expansion where $B=0$, that is, where $\eta x^2-(\eta-1)x-2=0$. The positive root is

$$x_s=\frac{\eta-1+\sqrt{(\eta-1)^2+8\eta}}{2\eta}.$$

For $\eta=6$ this is $(5+\sqrt{73})/12=1.129$, or $V/V_0=1.44$, where the pressure reaches its minimum of $-7.43\times10^{-4}$ hartree/bohr$^3$. The inflection of $E(r)$ lies farther out, at $a=1$ or $x=1+1/\eta=1.167$. The order follows from the general expression for $B$: at the inflection $E''=0$ while $E'>0$, so $B$ is already negative. Instabilities that change the shape of the cell or the structure are outside this calculation.

**Extreme compression.** As $x\to0$,

$$P\to3B_0e^{\eta}x^{-2}.$$

The volume element contributes $x^2dx$, so the work of compression stays finite. Setting $a=-\eta$ in the binding curve gives

$$E(0)=E_c(\eta-1)e^{\eta},$$

which is about 303 hartree here. A finite energy at zero volume is unphysical. In a nonrelativistic degenerate electron gas the kinetic energy per electron varies as $r^{-2}$, and the pressure, an energy per volume, as $r^{-5}$. The Vinet pressure rises too slowly in this limit. The binding relation is built from the neighbourhood of the minimum and the total energy $E_c$ of separation into atoms, with an assumed exponential tail; it contains no information about electrons squeezed to high density, and the equation should not be extrapolated there.

## Computed results

```
Model parameters and equilibrium properties
cohesive energy Ec = 0.15000 hartree
Wigner-Seitz radius r0 = 3.00000 bohr
scaling length l = 0.50000 bohr
eta = r0/l = 6.00000
volume per atom V0 = 113.0973 bohr^3
bulk modulus B0 = 5.305165e-03 hartree/bohr^3
bulk modulus B0, converted = 156.08 GPa
B0' from derivatives of E(V) = 5.00000
B0*V0/Ec = 4.00000
Compression curve: V/V0, x, P (hartree/bohr^3), B (hartree/bohr^3)
1.0  1.00000  0.00000e+00  5.30516e-03
0.9  0.96549  7.24777e-04  8.64164e-03
0.8  0.92832  2.03529e-03  1.39216e-02
0.7  0.88790  4.43378e-03  2.25359e-02
0.6  0.84343  8.96187e-03  3.71846e-02
Details at V/V0 = 0.7
scaled distance a = -0.67258
factor (1-x)/x^2 = 0.14219
factor exp(eta(1-x)) = 1.95928
pressure, two-term shape, converted = 130.45 GPa
Other binding shapes with the same Ec, r0 and l
B0' cubic shape = 5.60000
B0' Morse shape = 5.24264
P(0.7 V0) cubic shape = 4.98137e-03 hartree/bohr^3
P(0.7 V0) Morse shape = 4.66206e-03 hartree/bohr^3
P(0.7 V0) Vinet with cubic B0' = 4.90443e-03 hartree/bohr^3
relative error, Vinet with cubic B0' = -1.54 percent
relative error, Vinet with eta = r0/l = -10.99 percent
error order in 1-x, Vinet with cubic B0' = 3.006
error order in 1-x, Vinet with eta = r0/l = 2.007
eta of Vinet with cubic B0' = 6.90000
Ec implied by that eta = 0.11342 hartree
Limits of the two-term equation
work of expansion from V0 to infinity = 0.15000 hartree
x at zero bulk modulus = 1.12867
V/V0 at zero bulk modulus = 1.43780
pressure there = -7.42813e-04 hartree/bohr^3
x at inflection of E(r) = 1.16667
energy at zero volume = 302.572 hartree
exponent of P in x, from x = 0.0005 to 0.001 = -2.0050
```
